\section*{The tangential combination of three cyclopentadienyl rings and its f partner}

\section*{The geometry}

\textbf{Q.} You want to put three flat $\mathrm{C_5H_5}$ rings around a metal and use $D_{3h}$. Can three pentagons have that symmetry at all?

\textbf{A.} Not strictly. Put the metal at the origin and the ring centroids in the $xy$ plane at azimuths $\theta_k=2\pi k/3$, $k=0,1,2$, with each ring axis passing through the metal. For the ring on the $x$ axis, $D_{3h}$ would require both the $xy$ plane and the $xz$ plane to be mirrors of that ring. They meet at $90^\circ$. The mirror planes of a pentagon that contain its axis are spaced by $36^\circ$, and $90$ is not a multiple of $36$.

If every ring has the same rotation about its own axis, three cases remain. A vertex pointing along $z$ gives $C_{3v}$, a vertex in the $xy$ plane gives $C_{3h}$, and a general rotation gives $C_3$. I shall first treat idealised rings, whose $\pi$ orbitals have smooth cylindrical envelopes and do permit $D_{3h}$. The pentagons must then be dealt with separately.

\textbf{Q.} Which ring orbitals are filled?

\textbf{A.} I count each ring as the anion, with six $\pi$ electrons. Let $p_j$ be the carbon $2p$ orbitals along the ring axis, positive lobes towards the metal. In the H\"uckel model, with on-site energy $\alpha$ and neighbour coupling $\beta<0$, the cyclic combinations have
\begin{equation}
\psi_m=\frac{1}{\sqrt5}\sum_{j=0}^{4}e^{2\pi i mj/5}p_j,\qquad
E_m=\alpha+2\beta\cos\frac{2\pi m}{5},
\end{equation}
because each neighbour contributes a phase $e^{\pm2\pi i m/5}$. The values of $(E_m-\alpha)/\beta$ are $2$ for $m=0$, $0.618$ for $m=\pm1$ and $-1.618$ for $m=\pm2$. Six electrons fill $m=0$ and the pair $m=\pm1$.

Let $\mathbf t_k=(-\sin\theta_k,\cos\theta_k,0)$ be the in-plane tangent, and let $\chi$ be the angle around the ring axis, measured from $\mathbf t_k$ towards $z$. The filled pair can be taken real: $\pi_t$, with weights $\cos\chi_j$, and $\pi_z$, with weights $\sin\chi_j$. The nodeless orbital is $\pi_0$. Three rings supply nine filled orbitals.

\section*{The ligand combination}

\textbf{Q.} How do you know that $A_2'$ occurs among those nine?

\textbf{A.} By characters. An operation that moves a ring elsewhere contributes nothing to the trace, so threefold operations give zero, and each $C_2'$ or $\sigma_v$ leaves one ring in place. For the ring on $x$, $C_2'$ sends $(y,z)$ to $(-y,-z)$ and $\sigma_v$ sends $y$ to $-y$. Since $\pi_t$ behaves as $y$ and $\pi_z$ as $z$, the traces are
\begin{equation}
\begin{array}{c|rrrrrr}
 & E & 2C_3 & 3C_2' & \sigma_h & 2S_3 & 3\sigma_v\\ \hline
\pi_0 & 3&0&1&3&0&1\\
\pi_t & 3&0&-1&3&0&-1\\
\pi_z & 3&0&-1&-3&0&1\\
A_2' & 1&1&-1&1&1&-1
\end{array}
\end{equation}
The number of times $A_2'$ occurs is the class-weighted product of rows divided by the group order, 12:
\begin{align}
n(\pi_t)&=\tfrac1{12}\,[3+3(-1)(-1)+3+3(-1)(-1)]=1,\\
n(\pi_0)&=\tfrac1{12}\,[3-3+3-3]=0,\\
n(\pi_z)&=\tfrac1{12}\,[3+3-3-3]=0.
\end{align}
The same procedure for the other representations gives
\begin{equation}
\pi_0:A_1'+E',\qquad \pi_t:A_2'+E',\qquad \pi_z:A_2''+E''.
\end{equation}

\textbf{Q.} And what does the $A_2'$ orbital look like?

\textbf{A.} The rotation $C_3$ carries each $\pi_t$ into the next, and $A_2'$ has character $+1$ under it, so the three coefficients are equal. With normalised ring orbitals and $s=\langle\pi_{t1}|\pi_{t2}\rangle$, the squared norm of the sum has three diagonal terms and six cross terms, $3+6s$. Hence
\begin{equation}
|a_2'\rangle=\frac{\pi_{t1}+\pi_{t2}+\pi_{t3}}{\sqrt{3(1+2s)}} .
\label{eq:a2}
\end{equation}
The positive ends of the three tangential orbitals all point the same way round the metal. Each vertical mirror reverses that sense of circulation, which is the origin of the minus sign.

\section*{The search for a metal partner}

\textbf{Q.} A metal has nine $s$, $p$ and $d$ orbitals, and you have nine ligand orbitals. Why should one be left over?

\textbf{A.} Take a metal orbital with angular part $\Theta_{lm}(\theta)\cos m\phi$ or $\Theta_{lm}(\theta)\sin m\phi$, $m\ge0$, and impose the $A_2'$ characters one at a time.

First, $C_3$ rotates the pair $(\cos m\phi,\sin m\phi)$ by the angle $2\pi m/3$. A plane rotation leaves a non-zero vector unchanged only if its angle is a multiple of $2\pi$, so $m=3q$. Secondly, the mirror $y\to-y$ sends $\phi$ to $-\phi$ and must give $-1$. This selects $\sin3q\phi$ and excludes $q=0$, where the sine vanishes. Thirdly, $z\to-z$ multiplies the function by $(-1)^{l+m}$ and must give $+1$, so $l+m$ is even. Altogether
\begin{equation}
m=3,6,9,\dots,\qquad l\ge m,\qquad l+m\ \text{even}.
\label{eq:rule}
\end{equation}
Therefore $l\ge3$, and $s$, $p$ and $d$ are excluded. The first solution is $l=m=3$:
\begin{equation}
r^3\sin^3\theta\,\sin3\phi=\operatorname{Im}(x+iy)^3=y(3x^2-y^2).
\end{equation}
This is an $f$ orbital, and the $f$ shell contains no other $A_2'$ member.

The equal totals of nine conceal a mismatch:
\begin{align}
\text{ligand }\pi:&\quad A_1'+A_2'+A_2''+2E'+E'',\\
s+p+d:&\quad 2A_1'+A_2''+2E'+E''.
\end{align}
Eight ligand orbitals find partners. The metal has a second $A_1'$ orbital where the ligands offer $A_2'$. Without $f$ functions, the two electrons in $a_2'$ remain on the rings, whatever the energies of the $s$, $p$ and $d$ levels.

\textbf{Q.} But a single $\pi_t$ orbital surely overlaps $p_y$. It has the same sign change.

\textbf{A.} It does, and so it does with $d_{xy}$. The three contributions cancel. Write $S_p$ for the overlap of one ring with the $p$ orbital along its own tangent. The component of $\hat{\mathbf y}$ along $\mathbf t_k$ is $\cos\theta_k$, so
\begin{equation}
\sum_k\langle p_y|\pi_{tk}\rangle=S_p\left(1-\tfrac12-\tfrac12\right)=0 .
\end{equation}
For $d_{xy}$, let $n$ and $t$ be coordinates along the axis and tangent of ring $k$. Then $x=n\cos\theta_k-t\sin\theta_k$ and $y=n\sin\theta_k+t\cos\theta_k$, which gives
\begin{equation}
xy=\tfrac12\sin2\theta_k\,(n^2-t^2)+\cos2\theta_k\,nt .
\end{equation}
Only $nt$ is odd in $t$, as $\pi_t$ is. Its weights $\cos2\theta_k$ are again $1,-\frac12,-\frac12$. The $f$ orbital escapes this cancellation because $C_3$ leaves it unchanged: all three rings see the same function.

\section*{Back to real pentagons}

\textbf{Q.} You have proved this for rings that do not exist. Why should the zeros survive for pentagons?

\textbf{A.} For the direct overlap, the fivefold axis protects them. About one ring's axis, decompose the metal orbital into parts varying as $e^{i\lambda\chi}$, with $|\lambda|\le l$. A rotation by $72^\circ$ carries one carbon orbital into the next, so the overlap with carbon $j$ is proportional to $e^{i\lambda\chi_j}$, where $\chi_j=\omega+2\pi j/5$ and $\omega$ is the ring rotation. The overlap with $\pi_t$ is then proportional to
\begin{equation}
\sum_j\cos\chi_j\,e^{i\lambda\chi_j}
=\tfrac12\sum_j\left[e^{i(\lambda+1)\chi_j}+e^{i(\lambda-1)\chi_j}\right].
\end{equation}
Each sum vanishes unless $\lambda+1$ or $\lambda-1$ is a multiple of five. The permitted values are $\lambda=\pm1,\pm4,\pm6,\dots$

For $l\le3$ only $\lambda=\pm1$ is available. The sum is then $5/2$, independent of $\omega$, just as a cylindrical envelope would give. The $D_{3h}$ overlap rules therefore hold for $s$, $p$, $d$ and $f$ at any common ring rotation, provided the metal lies on all three ring axes. At $l=4$ the value $\lambda=\pm4$ enters and the protection ends: rule (\ref{eq:rule}) forbids every $g$ orbital, yet real pentagons can overlap one.

\textbf{Q.} Overlap is not the whole Hamiltonian.

\textbf{A.} No, and here the two orientations differ. In $C_{3v}$ the threefold axis and the vertical mirrors survive. The first two steps of the search still require $\sin3q\phi$ with $q\ge1$, hence $l\ge3$. The zero then holds for every spin-independent operator with the symmetry of the molecule, including the full one-electron Hamiltonian without spin--orbit coupling.

In $C_{3h}$ the vertical mirrors are gone, and $a_2'$ belongs to the same representation, $A'$, as $s$ and $d_{z^2}$. The kinetic energy, a spherical metal potential and the ring's own potential all respect that ring's fivefold axis, so they give nothing. The potential of the other two rings does not respect it, and it can mix $a_2'$ with $s$ and $d_{z^2}$.

\section*{The strength of the match}

\textbf{Q.} Symmetry permits the $f$ overlap. How large is it?

\textbf{A.} Take the ring on the $x$ axis and separate the $f$ orbital by its angular momentum about $x$:
\begin{equation}
y(3x^2-y^2)=\tfrac34\,y(4x^2-y^2-z^2)+\tfrac14\,y(3z^2-y^2).
\end{equation}
The coefficients of $yx^2$, $y^3$ and $yz^2$ on the right are $3$, $-\frac34-\frac14=-1$ and $-\frac34+\frac34=0$, as required. The first part is $y$ times a function symmetric about $x$, so it has $|\lambda|=1$. The second is $-\operatorname{Re}(y+iz)^3$, so it has $|\lambda|=3$ and does not couple.

The function $y(3z^2-y^2)$ is the original orbital with $x$ and $z$ exchanged and has the same norm. Its normalised amplitude is therefore $\frac14$. Parts with different $|\lambda|$ are orthogonal, so the other amplitude is $\sqrt{1-1/16}=\sqrt{15}/4$. Let $S_\pi$ be the overlap of one ring with the normalised $|\lambda|=1$ orbital. The three rings contribute equally, and with (\ref{eq:a2})
\begin{equation}
S=\langle f|a_2'\rangle
=\frac{3}{\sqrt{3(1+2s)}}\,\frac{\sqrt{15}}4\,S_\pi
=\frac{3\sqrt5}{4}\,\frac{S_\pi}{\sqrt{1+2s}} .
\label{eq:S}
\end{equation}
Ring rotation enters through $s$ alone.

\textbf{Q.} Then give me numbers, and say what they rest on.

\textbf{A.} I take a ring radius of $0.12$ nm and a metal--centroid distance of $0.255$ nm. Every atomic orbital has the radial form $r^le^{-\zeta r}$, whose mean radius is $(2l+3)/(2\zeta)$. Carbon $2p$ has $\zeta=1.6$ per bohr. The metal mean radii for $s,p,d,f,g$ are $0.21,0.26,0.15,0.05,0.15$ nm. Each exponential is expanded in 28 Gaussians, for which the integrals are analytic. Using 20 instead moves $S$ by $8\times10^{-8}$.

With a vertex along $z$, $S_\pi=0.00388$ and $s=-0.0140$, so
\begin{equation}
S=\frac{1.677\times0.00388}{\sqrt{1-0.0280}}=0.0066 .
\end{equation}
Turning the vertex into the plane changes $s$ to $-0.0136$ and $S$ by less than $0.1\%$. For comparison, the $E'$ combination of the same tangential orbitals overlaps the $d$ shell by $0.26$, forty times as much. The cancelling contributions are not small either: $0.137,-0.069,-0.069$ for $p_y$ and $0.215,-0.108,-0.108$ for $d_{xy}$. The largest $g$ overlap is $0.006$ with a vertex along $z$ and $0.012$ with a vertex in the plane, so with these chosen radii the failure at $l=4$ is comparable in size with the $f$ overlap.

\textbf{Q.} What does an overlap of $0.0066$ do to the energy?

\textbf{A.} Let the ligand and $f$ levels be $E_L=-7$ eV and $E_f=-4$ eV, chosen values, with the $f$ orbital empty. The Wolfsberg--Helmholz estimate of the coupling, with $K=1.75$, is
\begin{equation}
H=KS\,\frac{E_L+E_f}{2}=1.75\times0.0066\times(-5.5)\ \text{eV}=-0.0635\ \text{eV}.
\end{equation}
The two-level condition is $(E_L-E)(E_f-E)=(H-ES)^2$. Put $E=E_L+\delta$:
\begin{equation}
-\delta\,(E_f-E_L-\delta)=(H-E_LS-\delta S)^2 .
\end{equation}
For small $\delta$, drop $\delta$ beside the gap and $\delta S$ beside $H-E_LS$. Here $H-E_LS=-0.0635+0.0462=-0.0173$ eV, and
\begin{equation}
\delta\simeq-\frac{(H-E_LS)^2}{E_f-E_L}
=-\frac{(0.0173)^2}{3}\ \text{eV}\simeq-0.10\ \text{meV}.
\end{equation}
At 450 K, a rough precursor temperature, $k_BT$ is $39$ meV. The match exists, but in this model it contributes almost nothing to binding.

\textbf{Q.} Is that smallness a matter of symmetry or of size?

\textbf{A.} Of size. Keep the geometry, levels and $K$ fixed and enlarge only the $f$ orbital. Solving the two-level problem without the small-$\delta$ approximation gives
\begin{equation}
\begin{array}{c|ccc}
\text{mean }f\text{ radius (nm)} & 0.05 & 0.08 & 0.11\\ \hline
S & 0.0066 & 0.055 & 0.17\\
\delta\ (\text{meV}) & -0.10 & -6.9 & -64
\end{array}
\end{equation}
Little more than a doubling of the radius raises the lowering by a factor of about 640. Near the metal the ring orbital is smooth, so its $l=3$ part, the only part an $f$ orbital can overlap, starts as $r^3$. The overlap therefore favours the outer part of the $f$ orbital and rises steeply with its size, here by a factor of about 26, while $\delta$ goes roughly as $S^2$.

\textbf{Q.} Suppose the $f$ orbital is occupied as well. Is there still a gain?

\textbf{A.} Not in this model. The sum of the two roots is
\begin{equation}
E_1+E_2=\frac{E_L+E_f-2HS}{1-S^2}
\simeq(E_L+E_f)\left[1+(1-K)S^2\right],
\end{equation}
where I used $2HS=K S^2(E_L+E_f)$ and kept terms up to $S^2$. Both $E_L+E_f$ and $1-K$ are negative, so the sum rises, by $0.75\times11\ \text{eV}\times S^2\simeq0.36$ meV for one electron in each level. The upper level rises by more than the lower one falls. In this model the symmetry match stabilises the molecule when the $f$ partner is empty. With the ligand pair full and the levels chosen here, a single electron in that partner already turns the gain into a loss. This depends on the gap: with the $f$ level only $1$ eV above the ligand level, a small net gain would remain.

\section*{What real molecules change}

\textbf{Q.} How close is this to a real compound?

\textbf{A.} The lengths are rough values for a tris(cyclopentadienyl) complex of an early lanthanide, a class used as volatile precursors for thin films. The levels are chosen, not measured. The weakest assumption is the single exponential for $4f$. A real $4f$ function has a more slowly decaying outer part, and the overlap favours that part, so $0.10$ meV is far too low for a real $4f$ shell. With the $4f$ function of an atomic natural orbital basis for cerium, whose mean radius is $0.057$ nm, the same two-level model gives $S\simeq0.06$ and $\delta\simeq-9$ meV. The $4f$ functions of non-relativistic Hartree--Fock--Slater calculations on Ce ($4f^15d^16s^2$) and Ce$^{3+}$ ($4f^1$) give $S$ between $0.03$ and $0.06$ and $\delta$ between about $-2$ and $-8$ meV, depending on the charge and on the strength chosen for the exchange potential. The configuration matters as well: the more diffuse $4f$ function of neutral $4f^26s^2$ reaches $S\simeq0.09$ and $\delta\simeq-18$ meV, though that is far from the trivalent ion of the complex. For the chosen levels and $K$ the lowering is thus a few meV, but it depends strongly on them. With $S=0.06$, placing the $f$ level at $-5$ eV instead of $-4$ eV gives about $-22$ meV, and placing it at $-3$ eV gives about $-3$ meV. The model therefore does not settle the value for a real compound. Spin--orbit coupling is also absent. With a rough constant of $80$ meV, one $4f$ electron is split by $\frac72\times80=280$ meV. The two levels lie $2\times80=160$ meV below and $\frac32\times80=120$ meV above the unsplit one. Both shifts are small beside the $3$ eV gap, so with the coupling held fixed $\delta$ changes by at most about $6\%$. The splitting nevertheless far exceeds $\delta$ and mixes the $f$ orbitals among themselves. Self-consistency, the repulsion between $f$ electrons and the hydrogen atoms are left out.

\textbf{Q.} And the zeros for $s$, $p$ and $d$? Real rings tilt, and the metal need not stay in the plane.

\textbf{A.} Move the metal $0.02$ nm along $z$. With a vertex along $z$ the molecule keeps $C_{3v}$, and the zeros remain. With a vertex in the plane only $C_3$ is left, and the largest overlap with an $s$, $p$ or $d$ orbital becomes $4\times10^{-4}$, about $6\%$ of the single-exponential $f$ overlap of $0.0066$ and less than $1\%$ of the $0.06$ found with the natural-orbital $4f$ function.

Tilting the rings can matter much more. Return the metal to the plane and turn each ring about the vertical line through its centroid, all three in the same sense. The vertical mirrors are lost, and $a_2'$ overlaps the $s$ orbital by $0.004$ at $1^\circ$ and by $0.02$ at $5^\circ$. The second value is about three times the $f$ overlap of $0.0066$, but only a third of the $0.06$ found with the natural-orbital $4f$ function of cerium. It also depends on the nodeless form chosen for $s$: cerium $6s$ functions with their radial nodes, from non-relativistic Hartree--Fock--Slater calculations, give roughly $0.004$ to $0.012$ at $5^\circ$ for the neutral atom in $4f^15d^16s^2$, varying with the exchange potential (and from $0.008$ down to nearly zero in $4f^26s^2$), and roughly $0.03$ for Ce$^{3+}$. The $5d_{z^2}$ functions give roughly $0.006$ to $0.011$ for $4f^15d^16s^2$ and about $0.015$ for Ce$^{3+}$.

The potential leak in planar $C_{3h}$ can be sized with point charges, $+3$ on the metal and $-\frac15$ on each carbon. The largest coupling to $s$ or $d_{z^2}$ is then $5$ meV, against $17$ meV for the effective $f$ coupling. Since the overlap is zero, one such orbital lying $3$ eV above the ligand level would lower it by $(0.005)^2/3$ eV, or $0.008$ meV. The two couplings come from different models, so the comparison shows their scale only. With the values chosen here, the route through $s$ and $d_{z^2}$ gives roughly a tenth of the $f$ lowering, and a larger $f$ orbital would make that share smaller. Unequal rotations of the rings about their own axes leave the direct overlaps of this equal-weight combination with $s$, $p$ and $d$ at zero, as long as the metal lies on all three axes. They can still remove the remaining symmetry, as can substituents on the rings, and the zeros of the full Hamiltonian are then no longer guaranteed.
